# Choosing Coulomb truncation and cell length for normal slab polarizability

## The decision

To compute in a periodic cell how a thin insulating film polarizes along its normal, you must choose how the Coulomb interaction acts between the film and its periodic copies, and how much vacuum to leave. With the ordinary periodic interaction the polarizability approaches its isolated-film value as slowly as the inverse cell length. With an interaction cut at half the cell length the error falls exponentially, apart from a power of the length.

For the single-layer model below, in a 2 nm cell, the periodic interaction makes the polarizability 14% too large relative to the isolated film, and the inferred permittivity becomes 6.6 instead of 3.9. Reducing the first error to 1% by adding vacuum alone takes a 25 nm cell. With the cut interaction, 1.2 nm is enough for an error below 0.01%.

## What is being computed

Hartree atomic units are used in the equations. The film is neutral, its normal is $z$, and the cell length along $z$ is $L$. Let $F$ be the electric field in the vacuum beside an isolated film, and $p$ the induced dipole per area. In linear response

$$p=\alpha F,\qquad \ell=4\pi\alpha .$$

Both $\alpha$ and $\ell$ are lengths. In SI units the relation is $p=\varepsilon_0\ell F$.

A permittivity needs one more convention, a thickness $d$. Treat the film as a uniform slab with inner field $F/\varepsilon$. Its polarization is $(F-F/\varepsilon)/4\pi$, and multiplying by $d$ gives $p$. Hence

$$\ell=d\left(1-\frac1\varepsilon\right),\qquad
\varepsilon=\frac{1}{1-\ell/d}.$$

The field opposing $F$ inside the film is its own depolarizing field. It is physical and must be kept. Truncation removes a different field.

## The spurious field and its sign

Let $\rho(z)$ be the laterally averaged induced charge, with $\int\rho\,dz=0$ and $p=\int z\rho\,dz$. Gauss's law for an isolated film gives

$$E(z)=4\pi\int_{-\infty}^{z}\rho(z')\,dz' .$$

This vanishes on both sides of the film. Integrating by parts, with no boundary term because $E$ vanishes outside,

$$\int E\,dz=-\int z\,\frac{dE}{dz}\,dz=-4\pi\int z\rho\,dz=-4\pi p .$$

The induced potential therefore has a step across the film. A periodic potential cannot have a net step over a cell. Dropping the zero Fourier component of the interaction enforces periodicity by adding the uniform field

$$E_{\rm sp}=+\frac{4\pi p}{L}.$$

This field is parallel to the dipole. It weakens depolarization, so the periodic result is too large. It does not come from direct dipole fields of the copies: a uniform dipole sheet has no field outside itself.

If $F$ now denotes the applied, cell-averaged field, the film feels the outer field $F+4\pi p/L$. Then

$$p=\alpha\left(F+\frac{4\pi p}{L}\right)
\;\Rightarrow\;
p\left(1-\frac{4\pi\alpha}{L}\right)=\alpha F ,$$

$$\alpha_{\rm per}=\frac{\alpha}{1-4\pi\alpha/L}.$$

This assumes linear response and films whose charges do not overlap. The relative excess is $t=(\ell/L)/(1-\ell/L)$. Solving for the length gives $L=\ell(1+1/t)$, so a 1% excess requires $L=101\,\ell$.

In the opposite limit, let the uniform slab fill the cell, $L=d$. Then $4\pi\alpha_{\rm per}=\ell/(1-\ell/d)=d(\varepsilon-1)$, the usual bulk relation between polarization and average field. The periodic result is thus a correct response of a stack; it is the wrong quantity for one film.

## The truncated interaction

For a lateral wave number $q>0$, the Coulomb interaction obeys

$$\left(\frac{d^2}{dz^2}-q^2\right)v_q(z)=-4\pi\delta(z).$$

Away from $z=0$ the decaying solution is $Ce^{-q|z|}$. Its slope changes by $-2qC$ at the origin, which must equal $-4\pi$. Thus

$$v_q(z)=\frac{2\pi}{q}e^{-q|z|}
=\frac{2\pi}{q}-2\pi|z|+O(q).$$

The constant has no effect on neutral charge, so the $q=0$ interaction is $-2\pi|z|$.

Now keep only $|z|\le Z$. For a normal wave number $g$ the transform is

$$v(q,g)=\frac{4\pi}{q}\,{\rm Re}\int_0^Z e^{-(q-ig)z}\,dz
=\frac{4\pi}{q}\,{\rm Re}\,\frac{1-e^{-(q-ig)Z}}{q-ig}.$$

Multiplying numerator and denominator by $q+ig$ and taking the real part,

$$v(q,g)=\frac{4\pi}{q^2+g^2}
\left[1-e^{-qZ}\left(\cos gZ-\frac gq\sin gZ\right)\right].$$

Choose $Z=L/2$. The cell allows $g=2\pi m/L$ with integer $m$, so $gZ=m\pi$ and the sine vanishes:

$$v(q,g)=\frac{4\pi}{q^2+g^2}\left[1-e^{-qL/2}\cos\frac{gL}{2}\right].$$

For $q=0$, integrate $-2\pi|z|$ directly:

$$v(0,g)=-4\pi\int_0^{L/2}z\cos(gz)\,dz
=\frac{4\pi}{g^2}\left[1-\cos\frac{gL}{2}\right],\quad g\ne0,$$

$$v(0,0)=-4\pi\int_0^{L/2}z\,dz=-\frac{\pi L^2}{2}.$$

The cut acts along $z$ alone. The film remains periodic in its plane.

## How much vacuum the cut requires

Suppose all the charge involved fits within width $w$. Two points in one film are at most $w$ apart, so the cut keeps every such pair if $w\le L/2$. A point and a copy of another point are at least $L-w$ apart, which is then at least $L/2$, so copies are excluded. The condition is

$$L\ge 2w .$$

Having no overlap, $L>w$, is not enough. Take the neutral charge $\sin(2\pi z/w)$ on $|z|\le w/2$. At $L/w=1.25$ its electrostatic energy is wrong by $-9.8\%$ relative to the isolated value. At $L/w=2$ and $3$ the relative error is about $10^{-12}$ or less.

Here $w$ is the extent of the electron density and of its response, not the distance between outer nuclei.

## The response calculation

The next model shows how the kernel enters a response code. All electrons share the normal profile $\varphi_0(z)$, with areal density $n$. The excited profiles are $\varphi_j$, with one-electron energies $\Delta_j$ above that of $\varphi_0$ and matrix elements $z_j=\langle\varphi_j|z|\varphi_0\rangle$. Lateral motion is frozen and the response is Hartree mean field.

An electron has charge $-1$, so a field $F$ adds the energy $+Fz$. Write the perturbed profile as $\varphi_0+\sum_jc_j\varphi_j$, with real functions. To first order the change in number density is

$$\delta n=2n\sum_jc_j\varphi_0\varphi_j .$$

Let $K_{jk}$ be the Coulomb interaction between $\varphi_0\varphi_j$ and $\varphi_0\varphi_k$. First-order perturbation theory, with the induced potential included, gives

$$\Delta_jc_j+2n\sum_kK_{jk}c_k=-Fz_j .$$

With $M_{jk}=\Delta_j\delta_{jk}+2nK_{jk}$, the solution is $c=-FM^{-1}z$. The dipole is $p=-\int z\,\delta n\,dz=-2n\,z^Tc$, so

$$\alpha=2n\,z^TM^{-1}z .$$

The uncut interaction can be treated in the same way. At $q=0$ it solves $u''=-4\pi(\delta-1/L)$ with zero average:

$$u(s)=-2\pi|s|+\frac{2\pi s^2}{L}+\frac{\pi L}{3},\qquad |s|\le L .$$

Put $s=z-z'$. Pair densities are neutral because $\varphi_0$ and $\varphi_j$ are orthogonal, so terms depending on one coordinate alone integrate to zero. Of $2\pi s^2/L$ there remains $-4\pi zz'/L$. Therefore

$$K_{\rm per}=K-\frac{4\pi}{L}zz^T,\qquad
M_{\rm per}=M-c_Lzz^T,\quad c_L=\frac{8\pi n}{L}.$$

Let $M_{\rm per}x=z$, $a=z^TM^{-1}z$ and $b_x=z^Tx$. Multiplying the equation for $x$ by $z^TM^{-1}$ gives $b_x-c_Lab_x=a$, or $b_x=a/(1-c_La)$. Since $2na=\alpha$, we have $c_La=4\pi\alpha/L$, and $2nb_x$ is the earlier $\alpha_{\rm per}$.

For $q>0$ the copies contribute two geometric series. For $|s|<L$,

$$\sum_{m\ne0}\frac{2\pi}{q}e^{-q|s+mL|}
=\frac{4\pi}{q}\frac{\cosh(qs)}{e^{qL}-1}.$$

At the nonzero lateral reciprocal vectors of a small surface cell this is exponentially small for pairs up to half a cell length apart, $|s|\le L/2$. For a perturbation with a long in-plane wavelength, $qL\ll1$, it grows to about $4\pi/(q^2L)$. This matters when the induced charge at that wavelength does not cancel across the film, as in an in-plane response; the coupling between normal dipoles does not grow in this way. Vacuum that suffices for a uniform normal field may then be far too thin for the in-plane response, which is a further reason to truncate.

## The error left by electron tails

Real densities have no sharp edge. Consider a pair at distance $D$ with $L/2<D<L$. The periodically repeated cut interaction gives it $-2\pi(L-D)$ instead of $-2\pi D$. The kernel error is

$$\delta v=2\pi(2D-L).$$

To first order $\delta(M^{-1})=-M^{-1}(2n\,\delta K)M^{-1}$. With $\delta n$ evaluated for unit field,

$$\delta\alpha=-4n^2z^TM^{-1}\delta K M^{-1}z
=-\iint_{D>L/2}\delta n(z)\,\delta v\,\delta n(z')\,dz\,dz' .$$

The induced charges on the two sides of the film have opposite signs, so this error is positive when pairs across the film dominate.

To find its scaling, write $\delta\varphi=\varphi_0f$. With $W$ the total perturbing energy, odd in $z$ for a symmetric film, the first-order Schrödinger equation becomes $(\varphi_0^2f')'=2W\varphi_0^2$. Outside the film $\varphi_0\sim e^{-\kappa z}$, and for unit field $W\sim z$. Integrating from $z$ to infinity gives $f'\sim-z/\kappa$, so $f\sim-z^2/(2\kappa)$ and

$$|\delta n|\sim z^2e^{-2\kappa z}.$$

A pair at distances $y$ and $D-y$ on opposite sides carries the weight $e^{-2\kappa D}\int_0^Dy^2(D-y)^2dy=e^{-2\kappa D}D^5/30$. The smallest wrongly treated distance is $D=L/2$. The leading large-cell error therefore scales as $L^5e^{-\kappa L}$, where $\kappa=\sqrt{2I}$ and $I$ is the binding energy of the normal motion.

This estimate leaves out changes of the states at the cell edge. Evaluated with the computed $\delta n$ of the example, the double integral for $\delta\alpha$ predicts relative errors of $3.3\times10^{-7}$ at 1.6 nm and $8.0\times10^{-10}$ at 2 nm. The computed errors are $3.2\times10^{-7}$ and $7.8\times10^{-10}$.

## A single-layer example

The parameters lie in the rough regime of monolayer hexagonal boron nitride. The triangular lattice has period 0.25 nm and eight valence electrons per cell, so

$$n=\frac{8}{(\sqrt3/2)(0.25\ {\rm nm})^2}=147.8\ {\rm nm}^{-2}.$$

The effective potential at zero field is $-(3/b^2)\,{\rm sech}^2(z/b)$ with $b=0.11$ nm. It binds the common level by 12.6 eV, and the next one-electron level lies 9.4 eV higher. The lateral charge is one Gaussian per cell with $\sigma=0.06$ nm. Its interaction at wave number $q$ carries the weight $e^{-q^2\sigma^2}$: one factor $e^{-q^2\sigma^2/2}$ for the source and one for the electron that feels it.

The result is $\alpha=0.3721$ bohr, or $\ell=0.2474$ nm. A self-consistent finite-field calculation of the same model, on a real-space grid with open boundaries and no copies, agrees to $1.5\times10^{-7}$ relative to this value.

Errors in the table are relative to the isolated result; the film is held fixed.

| $L$ (nm) | Cut error (%) | Uncut error (%) |
|---:|---:|---:|
| 0.8 | 1.1 | 44 |
| 1.0 | 0.11 | 33 |
| 1.2 | 0.009 | 26 |
| 2.0 | below 0.001 | 14 |
| 5.0 | reference | 5.2 |

At 2 nm the periodic formula gives $0.2474/(1-0.2474/2)=0.2823$ nm, as computed directly. In the 5 nm cell the uncut calculation has an induced vacuum field of 5.2% of the applied field, equal to $4\pi\alpha_{\rm per}/L$. With the cut it is zero to rounding.

For an assigned thickness of 0.333 nm,

$$\varepsilon=\frac1{1-0.2474/0.333}=3.9 .$$

The uncut length at 2 nm gives 6.6. Differentiating $\varepsilon=1/(1-\ell/d)$ shows why the error grows:

$$\frac{\delta\varepsilon}{\varepsilon}\approx(\varepsilon-1)
\left(\frac{\delta\ell}{\ell}-\frac{\delta d}{d}\right).$$

Small errors in $\ell$ are multiplied by about 2.9 here, and the 14% error is large enough for higher orders to add more. The choice of $d$ is amplified equally. Report $\alpha$ or $\ell$ first, and state $d$ with any permittivity.

## Repairing an uncut calculation

Inverting the periodic formula gives

$$\alpha=\frac{\alpha_{\rm per}}{1+4\pi\alpha_{\rm per}/L}.$$

At 2 nm this yields $0.2823/(1+0.2823/2)=0.2474$ nm for $\ell$. If the output is a permittivity of the whole cell, $\varepsilon_{\rm cell}=1+4\pi\alpha_{\rm per}/L$, then substituting $\alpha_{\rm per}$ gives $\varepsilon_{\rm cell}=1/(1-\ell/L)$, and

$$\ell=L\left(1-\frac1{\varepsilon_{\rm cell}}\right).$$

For the dipole of this model the repair does better than truncation at every tabulated cell length up to 2 nm; the difference matters in the smallest cells. At 0.8 nm it gives $0.3573/(1+0.3573/0.8)=0.2470$ nm, an error of $-0.2\%$ against $+1.1\%$ for the cut. The kernel relation behind the repair holds for distances up to $L$, whereas the cut treats them correctly up to $L/2$. The repair corrects the total dipole in a uniform field; it does not correct the potentials and orbitals already computed, nor an in-plane response at long wavelength. For a normal response modulated with lateral wave number $q$, the coupling to the copies is $4\pi q/(e^{qL}-1)$ in place of $4\pi/L$, so the repair holds only for $qL\ll1$ and overcorrects beyond that.

## Relation to a real film

The layer spacing and electron count match boron nitride. Its electronic normal permittivity is roughly 3, so the model's 3.9 is somewhat high. The single 12.6 eV level is a rough stand-in for all valence electrons; it does not describe the $\pi$ electrons separately, whose real profile has a node in the layer plane. In a real layer the decay depends on lateral momentum as well as on binding: a component with lateral wave number $k$ decays with $\kappa=\sqrt{2I+k^2}$. The highest occupied state of boron nitride lies at the zone corner, where $k^2/2$ is about 10.7 eV, so its tail is shorter than the model's although it is bound less deeply. Longer tails come from shallow states near the zone centre, as in other layers, or from defects and adsorbates. At half the binding energy of the normal motion $\kappa$ falls by $\sqrt2$, and the same exponential factor needs a cell about 1.4 times longer. For a fixed error the power of $L$ lengthens the cell somewhat further.

Some effects outside the linear Hartree model far exceed the truncation error, while others prove negligible:

- A local exchange kernel, evaluated with the laterally averaged density, raises $\alpha$ by 5.8%. Correlation and lateral electronic excitations are not sized. The lateral fields that are included matter less: dropping them raises $\alpha$ by 1.4%.
- Lattice displacement matters at low frequency. Balancing $\mu\omega^2u=QF$ gives $\alpha_{\rm lat}=Q^2/(A\mu\omega^2)$, with $A$ the cell area and $Q$ the effective charge for the outer field. Rough inputs of $0.3e$, 6.1 u and 800 cm$^{-1}$ add 8.5%. Then $\ell=0.268$ nm and $\varepsilon$ rises from 3.9 to about 5.
- At 30 MV/cm outside the film, the mean inner field is $30/3.9=7.7$ MV/cm, near the rough breakdown scale of 10 MV/cm. Nonlinearity changes $p/F$ by only 0.013%, so in this model linear response is not the limiting assumption.
- Field emission through a triangular barrier has exponent 102, and the spacing to the next level is 365 times the thermal energy at 300 K. Both effects are negligible for this deep level; shallower states or defects would emit more readily.

A device also has electrodes or neighbouring layers in contact. Their orbital overlap and charge transfer are outside this isolated-film result and are not sized here.

## Recommended procedure

1. For an isolated neutral film, cut the interaction along the normal at $L/2$, in both the ground state and the response. Otherwise a film with a permanent dipole already sits in a spurious field $4\pi p/L$ before any field is applied, where $p$ is its self-consistent dipole in the periodic cell.
2. Start with $L$ at least twice the width of the density, tails included. Place the jump of the sawtooth potential in vacuum.
3. Lengthen the cell with the grid spacing held fixed, until $\alpha$ changes by less than you need. For a film like this one, comparing 1.2 and 1.6 nm is a sensible start; weakly bound electrons need more.
4. Inspect the induced potential in a cell clearly longer than $2w$. With the cut it should be flat from the film surface out to a distance $(L-w)/2$ from the film's centre; closer to the cell edge it bends even in a correct calculation, and at $L=2w$ no flat part is left. A uniform induced field of $4\pi p/L$ there, seen as a constant slope of the potential, shows that the periodic interaction is still active.
5. Do not apply the repair formula to a truncated result, since that would remove the same field twice.
6. For a real periodic stack, keep the periodic interaction, because there the response to the cell-averaged field is the wanted quantity.

The full set of values is in the numerical output.

## Computed results

```
Lateral period: 0.250 nm
Electrons per lateral cell: 8 (number)
Normal well width b: 0.110 nm
Lateral Gaussian sigma: 0.060 nm
Assigned film thickness: 0.333 nm
Areal electron density: 147.802 nm^-2
Binding energy of normal level: 12.5950 eV
First normal excitation energy: 9.4462 eV
Isolated polarizability alpha: 0.3720613 bohr
Open-boundary finite-field alpha: 0.3720614 bohr
Relative difference of the two: 1.48e-07 (ratio)
Isolated response length 4 pi alpha: 0.247415 nm
Columns: L [nm], cut length [nm], uncut length [nm],
         cut relative error [ratio], uncut excess [%]
 0.8   0.2501064   0.3572877    1.09e-02   44.4084
 1.0   0.2476898   0.3287064    1.11e-03   32.8565
 1.2   0.2474362   0.3116735    8.68e-05   25.9721
 1.6   0.2474148   0.2926718    3.19e-07   18.2920
 2.0   0.2474147   0.2823425    7.80e-10   14.1171
 3.0   0.2474147   0.2696534    2.22e-16    8.9884
 5.0   0.2474147   0.2602949    0.00e+00    5.2059
Tail estimate of cut error, L=1.6 nm: 3.34e-07 (ratio)
Tail estimate of cut error, L=2.0 nm: 8.04e-10 (ratio)
Compact charge, L/w=1.25: energy error -9.81e-02 (ratio)
Compact charge, L/w=2.00: energy error -3.93e-13 (ratio)
Compact charge, L/w=3.00: energy error -1.39e-12 (ratio)
Cut induced vacuum field / applied, L=5 nm: 1.27e-15
Uncut induced vacuum field / applied, L=5 nm: 0.052059
Uncut cell length for 1 percent excess: 24.989 nm
Directly computed excess in that cell: 1.00000 %
Film permittivity from isolated alpha: 3.8909 (ratio)
Film permittivity from uncut L=2 nm: 6.5736 (ratio)
Alpha change if lateral fields omitted: 1.411 %
Alpha change from local exchange: 5.802 %
Rough lattice dynamic charge: 0.30 e
Rough lattice reduced mass: 6.10 u
Rough lattice wave number: 800.0 cm^-1
Rough lattice contribution / alpha: 8.47 %
Applied field outside film: 30.0 MV/cm
Mean field inside assigned thickness: 7.710 MV/cm
Nonlinear change of dipole/field: 0.01306 %
Field-emission exponent: 101.778 (number)
Temperature: 300.0 K
Excitation energy / thermal energy: 365.40 (ratio)
```
